# Core-level alignment of Schottky barriers under strain: what must be recalculated

Suppose that a supercell calculation of a metal on a strained semiconductor has given a Fermi level and a semiconductor core level. To obtain the barrier one still needs the distance from the core level up to the valence edge. The practical decision is whether to calculate that distance again for a bulk crystal strained like the film, or to take the value already known for the unstrained crystal and correct it.

The first choice gives the same barrier as alignment through average potentials, with or without strain, provided that the bulk references of that alignment, for semiconductor and metal, match the junction. The second is safe without strain if the known value was computed in the same way as the junction, but under strain it also needs the deformation potentials of both the valence edge and the core level. Core-level alignment as such is therefore not damaged by strain. What fails is a bulk reference that has been only partly strained, and the potential method fails in the same way if its own bulk reference is left unstrained.

## The barrier and its two routes

The hole barrier is

$$P=E_F-E_v,$$

where $E_v$ is the valence edge in the semiconductor near the contact. A superscript $J$ marks a level read in the junction; levels without it belong to a separate bulk calculation, whose zero of energy is arbitrary. The strain $\varepsilon$ is uniform and, in the model below, acts along the interface normal. The description is a one-electron effective potential, and the core level is an eigenvalue without a core hole.

One assumption about the semiconductor enters both routes: some way from the interface, the semiconductor potential is that of the equally strained bulk plus a constant $C$. A constant moves every eigenvalue and the average potential $V_s$ by the same amount:

$$E_v^J=E_v(\varepsilon)+C,\qquad E_c^J=E_c(\varepsilon)+C,\qquad V_s^J=V_s(\varepsilon)+C.$$

For the core level this holds because its state is confined to one atom and samples only the local potential. The constant contains the interface dipole.

**Potential route.** Eliminating $C$ between the first and third relations gives $E_v^J=V_s^J+(E_v-V_s)(\varepsilon)$. On the metal side, likewise, $E_F^J=V_m^J+(E_F-V_m)$, with $V_m$ the average potential of the metal. Subtraction gives

$$P=(E_F-V_m)-(V_s^J-V_m^J)-(E_v-V_s)(\varepsilon).\tag{1}$$

**Core route.** Eliminating $C$ between the first and second relations gives $E_v^J=E_c^J+S(\varepsilon)$, where $S=E_v-E_c$ in bulk. Hence

$$P=E_F^J-E_c^J-S(\varepsilon).\tag{2}$$

Both formulas contain the same $E_v^J$, so they agree at any strain for which the assumption holds, provided that the metal term of (1) is also right. That term needs a bulk-like metal interior and a bulk metal at the strain the metal has in the junction: for free electrons with $E_F-V_m=7$ eV, a 1% change of volume moves it by $\tfrac23(7)(0.01)\approx0.047$ eV. Equation (2) reads $E_F^J$ directly and needs no metal reference. The dipole is already inside $E_c^J$ and must not be added again. At $\varepsilon=0$, (2) asks for $S(0)$ itself, so the unstrained case needs no deformation potential. A tabulated $S(0)$ must, however, have been computed with the same functional and core treatment as the junction, because a change of functional can move it by several electronvolts.

## The contribution of each deformation potential

Choose a common reference energy $R$ for the two levels and define

$$D_v=\frac{d(E_v-R)}{d\varepsilon},\qquad D_c=\frac{d(E_c-R)}{d\varepsilon}\quad\text{at }\varepsilon=0 .$$

Take a nondegenerate valence edge, whose energy is smooth in strain. Since $R$ cancels in $S=(E_v-R)-(E_c-R)$, a Taylor expansion gives

$$S(\varepsilon)=S(0)+(D_v-D_c)\,\varepsilon+\tfrac12S''\varepsilon^2+\dots\tag{3}$$

Three shortcuts can now be compared with (2), all using the same junction levels.

*No correction.* With $S(0)$ in place of $S(\varepsilon)$, the error, meaning approximate minus correct barrier, is

$$\Delta P_0=S(\varepsilon)-S(0)=(D_v-D_c)\varepsilon+\tfrac12S''\varepsilon^2 .$$

*Valence correction alone.* With $S(0)+D_v\varepsilon$, which treats the core level as fixed on the scale $R$,

$$\Delta P_v=S(\varepsilon)-S(0)-D_v\varepsilon=-D_c\varepsilon+\tfrac12S''\varepsilon^2.\tag{4}$$

*Both corrections.* With $S(0)+(D_v-D_c)\varepsilon$, the error that remains is $\tfrac12S''\varepsilon^2$, to second order.

Equation (4) is the error made by correcting the valence edge alone. It vanishes to first order if $D_c=0$ on the chosen scale. If instead $D_v=D_c$, the two levels move together, and to first order the uncorrected separation is right while the half-corrected one is wrong. In general, to first order, correcting the valence edge alone improves on no correction only when $|D_c|<|D_v-D_c|$.

The potential route has its counterpart. If $(E_v-V_s)(0)$ is used in (1), the error is

$$\Delta P_V=(E_v-V_s)(\varepsilon)-(E_v-V_s)(0)\simeq D_v^{(V)}\varepsilon,$$

where the superscript says that the reference is $R=V_s$.

## Why a core level moves at all

A model makes the terms concrete. Let the crystal be a row of rigid atomic potentials $v$ with period $a$, each vanishing far from its atom:

$$V(x;\varepsilon)=\sum_n v\big(x-na(1+\varepsilon)\big).$$

The zero of $v$ is one possible reference, called here the atomic zero. For a normalized eigenstate, $dE/d\varepsilon=\langle dH/d\varepsilon\rangle$, because the change of the state itself contributes only through the derivative of its norm, which is zero.

**Core level.** The core state sits at atom $n=0$, which does not move. Differentiating the potential at fixed $x$ gives

$$D_c=-\sum_n na\,\langle v'(x-na)\rangle_{\rm core}.\tag{5}$$

The term $n=0$ drops out, so the shift comes from the neighbours' tails. For an attractive tail, the neighbour at $+a$ has $v'(-a)<0$, and its term $-a\,v'(-a)$ is positive: expansion withdraws attractive potential from the nucleus and the core level rises.

**Valence edge.** This state is extended, and its boundary conditions stretch with the crystal. Writing $x=(1+\varepsilon)y$ keeps the period in $y$ fixed. The kinetic energy $T$ acquires the factor $(1+\varepsilon)^{-2}$, whose derivative at zero is $-2$, and the potential becomes $\sum_n v((1+\varepsilon)(y-na))$. Therefore

$$D_v=-2\langle T\rangle+\sum_n\langle (x-na)\,v'(x-na)\rangle .\tag{6}$$

The edge considered lies at zero wave vector, so its state remains periodic during the stretch.

**Average potential.** The area under each atomic potential is fixed while the cell length grows:

$$V_s=\frac{1}{a(1+\varepsilon)}\int v\,dx,\qquad \frac{dV_s}{d\varepsilon}\bigg|_0=-V_s .\tag{7}$$

The three quantities respond to different features: the core to tails at a nucleus, the valence edge to kinetic energy and to the potential throughout the cell, and the average to the density of atoms. Nothing in (5)–(7) makes the three responses equal.

## A worked contact

Each atom has the potential

$$v(x)=-\frac{A}{\cosh^2(x/b)}-B\,e^{-x^2/2w^2},$$

with $b=0.020$ nm, $B=14$ eV, $w=0.09$ nm and $a=0.27$ nm. The depth $A=178.3315$ eV is tuned to give a gap of 1.100 eV. The metal is a constant potential with its Fermi level 7.00 eV higher, placed so that the unstrained hole barrier is 0.450 eV. The strained case has $\varepsilon=-0.01$ and a dipole change that raises the semiconductor by 0.030 eV; this change is an input, not the result of a screening calculation.

**Sizes of the deformation potentials.** A hand estimate of (5) treats the core as a point. Since $a/w=3$, the two nearest neighbours give

$$2B\frac{a^2}{w^2}e^{-a^2/2w^2}=2(14)(9)e^{-4.5}=2.80\ \text{eV}.$$

Averaging over the finite core state gives 3.16 eV. Overlap between neighbours broadens the core level into a band about 3 meV wide, and $E_c$ is taken throughout at the centre of this band. Differentiating the centre numerically also gives 3.16 eV, while the bottom and top of the band give 3.18 and 3.14 eV. With the broad wells removed and $A$ held fixed, the shift falls to zero at the printed precision. In this model the broad tails are thus the cause of the core shift.

For the valence edge, (6) gives

$$D_v=-57.415+47.993=-9.422\ \text{eV}.$$

This is a difference of two large terms, and numerical differentiation of the edge confirms it. On the scale of the atomic zero, compression therefore raises the valence edge and lowers the core level.

**The direct barrier.** To test (1) and (2), the barrier is also found without either alignment. Across one interior cell of the junction, the matrix that carries a wavefunction and its slope from one side to the other has trace $2\cos ka$ in a band. The trace equals 2 at the edges considered here and exceeds 2 in the gap between them. Searching downward from the Fermi level for the energy where it returns to 2 gives the local valence edge. The result is $P=0.3241$ eV.

**Core route.** The junction gives $E_F^J-E_c^J=97.6984$ eV, and the strained bulk gives $S=97.3743$ eV:

$$P=97.6984-97.3743=0.3241\ \text{eV}.$$

The potential route also gives 0.3241 eV. Five junctions were compared in all: no strain with dipole changes of 0 and 0.1 eV, $-1\%$ with 0 and 0.03 eV, and $+1\%$ with 0.03 eV. With the core level taken at the centre of its band in bulk and junction alike, neither route departed from the direct barrier by more than $10^{-7}$ eV, the tolerance of the search for the edge. A single core eigenvalue could be off by up to half the band width, about 1.6 meV. This tests the transfer of levels between bulk and junction; it does not test how well an approximate density functional places the valence edge.

**Why the barrier fell.** Relative to 0.450 eV, the valence edge rises by $D_v\varepsilon=0.094$ eV and the dipole raises it by a further 0.030 eV. To first order this leaves 0.326 eV. The remaining 0.002 eV is the nonlinear part of the valence shift.

## Weighing the shortcuts

With the unstrained separation $S(0)=97.2455$ eV and no correction,

$$P=97.6984-97.2455=0.4529\ \text{eV},$$

which is 0.129 eV too high. Adding the valence correction on the atomic-zero scale gives

$$P=0.4529-(-9.422)(-0.01)=0.3587\ \text{eV},$$

which is still 0.0346 eV too high. Equation (4) accounts for this: $-D_c\varepsilon=0.0316$ eV, and the second-order term adds 0.0029 eV. Restoring the core shift gives

$$P=0.3587+(3.164)(-0.01)=0.327\ \text{eV},$$

and the second-order 0.0029 eV is what remains. If that term keeps its quadratic form, doubling the strain makes it about 0.012 eV. Recalculating $S$ at the actual strain removes it.

An error of 0.0346 eV is small beside the barrier but not beside $k_BT=0.0259$ eV at 300 K. For thermionic emission with an unchanged prefactor, the current would be underestimated by a factor $e^{0.0346/0.0259}\approx3.8$.

For the electron barrier, the direct value is 0.6846 eV, and the two barriers add up to the strained gap of 1.0087 eV. If the electron barrier is obtained by subtracting the half-corrected hole barrier from this gap, its error is $-0.0346$ eV. Using the unstrained gap would add a separate error of $1.1000-1.0087=0.0913$ eV.

**The frozen potential route.** On the atomic-zero scale the unstrained average is $-38.117$ eV. The metal potential follows from the unstrained barrier:

$$V_m^J=(34.087-38.117+0.450)-7.000=-10.580\ \text{eV},$$

where 34.087 eV is the unstrained $E_v-V_s$. In the strained junction the same atomic area is spread over a cell shorter by the factor 0.99, so

$$V_s^J=-38.117/0.99+0.030=-38.472\ \text{eV}.$$

Equation (1) with the unstrained bulk term then gives

$$P=7.000+27.892-34.087=0.805\ \text{eV},$$

too high by 0.481 eV. Here an incompletely strained potential reference does more harm than an incompletely strained core reference.

## The scale on which the omission is made

The error (4) has no fixed size until the reference $R$ is named. Passing from the atomic zero to the average potential subtracts $dV_s/d\varepsilon=38.12$ eV from both deformation potentials:

| Reference | $D_v$ (eV) | $D_c$ (eV) | $D_v-D_c$ (eV) |
|---|---:|---:|---:|
| atomic zero | −9.42 | 3.16 | −12.59 |
| average potential | −47.54 | −34.95 | −12.59 |

The difference is unchanged, as (3) requires. The result of leaving out $D_c$ is not. If the tabulated $D_v$ refers to the average potential and the core level is taken as fixed, the error becomes

$$-(-34.95)(-0.01)+0.0029=-0.347\ \text{eV}.$$

The calculated barrier would be slightly negative, whereas the uncorrected separation was wrong by 0.129 eV. This is a case in which $|D_c|>|D_v-D_c|$, so half a correction is worse than none. Taking $D_v$ from one scale and $D_c$ from the other is also wrong, because $R$ then no longer cancels.

## Beside a real silicide contact

The gap, the hole barrier and a core level roughly 100 eV below the valence edge place the model in the rough regime of a silicide on silicon. Its deformation potentials do not describe silicon, because they come from rigid atomic potentials in one dimension. The geometry differs as well. A silicon film with a (001) normal and a stress-free surface, contracted by 1% along that normal, is stretched by about 1.3% in each in-plane direction, so its volume grows by $2(1.3)-1.0=1.6\%$, while the model cell shrinks. Neither the sign nor the size of the 0.035 eV error should be carried over. If a real core level had a volume deformation potential of 1 eV on the scale used for the valence edge, the omission would cost about 0.016 eV.

The model also lacks shear. For a film with a (001) normal and a rough shear deformation potential of $-2$ eV, the strain difference of 2.3% lowers the heavy-hole edge of silicon by about 0.046 eV. The highest valence state rises instead, by twice as much if spin-orbit coupling is left out. Both shifts exceed the core error found here. Spin-orbit coupling raises the edge by roughly 0.015 eV, a third of the 0.044 eV splitting, in the unstrained crystal; under strain the two effects mix and should not simply be added. A bulk calculation at the full strain tensor, with spin-orbit coupling, puts both into $S$. Spin-orbit coupling also splits a 2p core level and moves its upper part by far more than 0.015 eV, so the core level must be treated in the same way in the bulk and in the junction.

Other corrections concern the device more than the alignment. For acceptor doping of $10^{17}$ cm$^{-3}$, relative permittivity 11.7 and the strained barrier of the example, the interface field in the full-depletion approximation is about 0.076 MV/cm, below a rough breakdown field of 0.3 MV/cm. Image-force lowering is then about 0.031 eV. The tunnelling energy, 0.004 eV for a rough mass of 0.15 electron masses, is well below $k_BT$, so thermionic emission is a reasonable starting point, although tunnelling just below the top of the barrier still adds noticeably to the current. Doping is 0.5% of the effective valence density of states of unstrained silicon, roughly $2\times10^{19}$ cm$^{-3}$. Strain splits the valence edge and lowers that density, but even for a single band with a density-of-states mass of 0.15 the doping is only about 7% of it and the field about 0.09 MV/cm, so the holes are not degenerate. An uncertainty in mass between 0.15 and 0.5 changes a prefactor proportional to mass by as much as 0.031 eV of barrier would.

## Where the alignment itself fails

Equation (2) needs a bulk-like cell. If the film is too thin, or the strain still varies where the core level is read, no single $S(\varepsilon)$ applies. If the bands bend, the core level gives the valence edge at its own depth: in the field above, reading it 2 nm from the contact displaces the result by about 0.015 eV. The potential route, read in the same place, inherits the same displacement.

Measured core energies add another condition. Photoemission leaves a core hole, and a nearby metal can screen it differently from the bulk semiconductor. That difference does not cancel in (2) and has to be estimated separately. For calculated eigenvalues without a core hole, the decision posed at the start has a definite answer: use a bulk separation computed at the film's strain, or, for small strain and a nondegenerate valence edge, correct the unstrained one with $D_v-D_c$ taken on a single scale. At a degenerate edge such as that of silicon, shear splits the states and the highest one has no single slope at zero strain. The change that shear makes in the highest state must then be calculated with spin-orbit coupling included and added to the volume shift, which makes the bulk calculation at the full strain the safer choice.

## Calculated quantities

```
INPUTS AND UNSTRAINED BULK
period 0.27 nm; deep-well range 0.020 nm
tuned deep-well depth 178.33 eV
broad-well depth 14.0 eV, width 0.09 nm
gap 1.1000 eV
valence edge minus core level 97.2455 eV
valence edge minus average potential 34.0868 eV
average potential, atomic zero -38.1171 eV
metal Fermi level above its average 7.00 eV
UNSTRAINED JUNCTION: HOLE BARRIER
direct 0.4500, core 0.4500, potential 0.4500 eV
DEFORMATION POTENTIALS (per unit normal strain)
valence, atomic-zero scale -9.422 eV
  kinetic part -57.415 eV
  potential part 47.993 eV
core, atomic-zero scale 3.164 eV
core, from neighbours' tails 3.164 eV
core, broad tails removed -0.00000 eV
valence, average-potential scale -47.539 eV
core, average-potential scale -34.954 eV
valence minus core, either scale -12.585 eV
STRAINED JUNCTION
normal strain -1.0 %; dipole change 0.030 eV
Fermi level minus junction core level 97.6984 eV
strained valence-core separation 97.3743 eV
strained gap 1.0087 eV
hole barrier, direct 0.3241 eV
hole barrier, core route 0.3241 eV
hole barrier, potential route 0.3241 eV
electron barrier, direct 0.6846 eV
hole barrier, core shift omitted 0.3587 eV
  its error 0.0346 eV
  first-order prediction 0.0316 eV
  second-order term 0.00290 eV
hole barrier, core shift restored 0.3270 eV
error, unstrained separation alone 0.1288 eV
error, frozen potential route 0.4810 eV
error, core omitted on average scale -0.3466 eV
current factor from core omission 3.81
largest mismatch, core route 1.8e-08 eV
largest mismatch, potential route 5.9e-09 eV
NEGLECTED EFFECTS, ROUGH SILICON PARAMETERS
T 300 K, kT 0.0259 eV; doping 1e+17 cm^-3
permittivity 11.7; in-plane strain 1.30 %
shear shift 0.046 eV (b = -2.0 eV)
spin-orbit edge shift 0.013 eV
interface field 0.0761 MV/cm (breakdown rough 0.3)
image-force lowering 0.0306 eV
band bending over 2 nm: 0.0152 eV
tunnelling energy E00 0.0044 eV (mass 0.15)
degeneracy ratio doping/Nv 0.0050
mass anisotropy, kT ln ratio 0.0311 eV
```
